# Transmission eigenvalues and conductance variance of a chaotic cavity, part 2

A phase-coherent chaotic cavity at zero temperature is joined by ideal contacts to two leads with $N_1\le N_2$ channels. Put $N=N_1+N_2$, $n=N_1$, $m=N_2-N_1$, $x=2/\beta-1$. The conductance is $G=G_0\,g$ (Landauer), $g=\sum_iT_i$, with $G_0=2e^2/h$, or $1/\pi$ in atomic units; the 2 is spin (for $\beta=4$, Kramers) degeneracy.

The unitary scattering matrix is $S=\begin{pmatrix}r&t'\\ t&r'\end{pmatrix}$, $r$ acts on lead 1, and the $T_i$ are the distinct eigenvalues of $t^\dagger t$. Time reversal is broken for $\beta=2$; it holds without spin-orbit coupling for $\beta=1$ and with it for $\beta=4$. Then $S$ is self-dual, $S=S^R$, where $X^R=ZX^TZ^T$, with $Z=1$ for $\beta=1$ and $Z$ block diagonal with blocks $\begin{pmatrix}0&1\\-1&0\end{pmatrix}$ in spin for $\beta=4$.

The law of $S$ is assumed unchanged by $S\to USU'$ ($\beta=2$) or $S\to USU^R$ ($\beta=1,4$) for all unitary $U,U'$. This requires that an electron explores the cavity long before it escapes. An invariant law is unique when the group acts transitively.

The first derivation used the polar form $S=V\Sigma W$, with $V,W$ unitary and block diagonal in the leads and $\Sigma$ set by angles $\theta_i$, $T_i=\sin^2\theta_i$. The metric $\operatorname{Tr}dS\,dS^\dagger$ has the Jacobian

$$J\propto\prod_i\cos\theta_i\,\sin^{\beta(m+1)-1}\theta_i\prod_{i<j}|T_i-T_j|^\beta,$$

which gives

$$P(T_1,\dots,T_n)\propto\prod_i T_i^{\alpha-1}\prod_{i<j}|T_i-T_j|^\beta,\qquad \alpha=\frac{\beta(m+1)}{2},\qquad 0\le T_i\le1. \tag{1}$$

Integration by parts then gave

$$\langle g\rangle=\frac{N_1N_2}{N+x},\qquad \operatorname{var}g=\frac{2N_1N_2(N_1+x)(N_2+x)}{\beta(N+x)^2(N+x-1)(N+2x+1)}, \tag{2}$$

and for equal leads

$$\operatorname{var}g=\frac{1}{8\beta}\Big[1-\frac{x}{2n}+O(n^{-2})\Big]. \tag{3}$$

With $\kappa=\tfrac\beta2(N+x)$, $p_k=\sum_iT_i^k$ and $v=\operatorname{var}g$, it also gave the shot-noise sum

$$\kappa\operatorname{var}g=\langle p_1-p_2\rangle=\Big\langle\sum_iT_i(1-T_i)\Big\rangle \tag{4}$$

and

$$(\kappa+1)\Big(\kappa-\frac\beta2\Big)v=\frac\beta2\langle g\rangle\big(\langle g\rangle+x\big). \tag{5}$$

## Second derivation: Gaussian matrices and free fermions

This route is exact for $\beta=2$ and uses no polar form.

### Density

The product $t^\dagger t$ depends only on the first $n$ columns of $S$, an orthonormal frame whose law is invariant under left multiplication by $U(N)$. That action is transitive on frames, so the law is unique. Let $\Gamma=\begin{pmatrix}a\\ b\end{pmatrix}$ be $N\times n$ with density $\propto e^{-\operatorname{Tr}\Gamma^\dagger\Gamma}$, where $a$ is $n\times n$ and $b$ is $N_2\times n$. With $C=\Gamma^\dagger\Gamma$, the matrix $\Gamma C^{-1/2}$ has orthonormal columns, and its law is left invariant because the Gaussian is and $C$ does not change. Hence, in law,

$$\tau\equiv t^\dagger t=C^{-1/2}H_bC^{-1/2},\qquad H_b=b^\dagger b,\quad H_a=a^\dagger a,\quad C=H_a+H_b.$$

One Jacobian is needed: on Hermitian $n\times n$ matrices, $X\to KXK$ with $K$ positive has Jacobian $(\det K)^{2n}$. In the eigenbasis of $K$, $X_{ij}\to k_ik_jX_{ij}$; the diagonal gives $k_i^2$, each complex off-diagonal element $(k_ik_j)^2$, and $k_i$ collects the power $2+2(n-1)$.

The density of $H_b$ at a positive matrix $H$ is $\int db\,e^{-\operatorname{Tr}b^\dagger b}\,\delta(H-b^\dagger b)$. Substitute $b=b'H^{1/2}$. Each of the $N_2$ complex rows gives $|\det H^{1/2}|^2$, so $db=(\det H)^{N_2}db'$. The delta function becomes $(\det H)^{-n}\delta(1-b'^\dagger b')$, and the remaining integral is a constant. The density is $(\det H)^{N_2-n}e^{-\operatorname{Tr}H}$. For $H_a$ the power is $n-n=0$. The two matrices are independent, with joint density $(\det H_b)^me^{-\operatorname{Tr}C}$. The change $(H_a,H_b)\to(C,H_b)$ has unit Jacobian, and at fixed $C$ the map $H_b=C^{1/2}\tau C^{1/2}$ gives $(\det C)^n$. The density factorizes as $(\det C)^{m+n}e^{-\operatorname{Tr}C}\,(\det\tau)^m$, and positivity of $H_b$ and $H_a=C^{1/2}(1-\tau)C^{1/2}$ means $0\le\tau\le1$.

Finally $\tau=uTu^\dagger$ gives $u^\dagger d\tau\,u=dT+[u^\dagger du,T]$, whose $ij$ element is $(u^\dagger du)_{ij}(T_j-T_i)$. Each complex element gives $|T_i-T_j|^2$, so $P\propto\prod_iT_i^m\prod_{i<j}|T_i-T_j|^2$. This is (1) with $\alpha-1=m$.

### Moments

Permuting rows leaves the law of $S$ unchanged and each column has unit norm, so $\langle|S_{ab}|^2\rangle=1/N$ and $\langle g\rangle=N_1N_2/N$.

The product $\prod_{i<j}(T_j-T_i)$ is the Vandermonde determinant $\det[T_i^k]$, $k=0,\dots,n-1$, and adding lower rows turns $T^k$ into the monic polynomial $\pi_k$ orthogonal with weight $T^m$ on $[0,1]$. With $h_k=\int T^m\pi_k^2\,dT$ and $\varphi_k=T^{m/2}\pi_k/\sqrt{h_k}$, $P=|\Psi|^2$, where $\Psi$ is the normalized Slater determinant of $\varphi_0,\dots,\varphi_{n-1}$. The one-body operator $g$ acting on $\Psi$ gives a sum of determinants with $\varphi_k$ replaced by $T\varphi_k=\sum_l\langle l|T|k\rangle\varphi_l$. Terms with $l=k$ add up to $\langle g\rangle\Psi$, terms with another occupied $l$ vanish, and terms with $l\ge n$ are orthonormal singly excited determinants. Thus

$$\operatorname{var}g=\|(g-\langle g\rangle)\Psi\|^2=\sum_{k<n\le l}\langle l|T|k\rangle^2.$$

$T\pi_k$ has degree $k+1$ and $\pi_l$ is orthogonal to all lower degrees, so only $k=n-1$, $l=n$ survives. Since $T\pi_{n-1}=\pi_n+$ lower terms, the element is $h_n/\sqrt{h_nh_{n-1}}$ and $\operatorname{var}g=h_n/h_{n-1}$.

The polynomials follow from $T^m\pi_k=c_k\,\partial_T^k[T^{m+k}(1-T)^k]$. Integrating by parts $k$ times, with vanishing boundary terms, shows orthogonality to lower degrees. The top term $(-1)^kT^{m+2k}$ differentiates to $(-1)^k\frac{(m+2k)!}{(m+k)!}T^{m+k}$, so $c_k=(-1)^k(m+k)!/(m+2k)!$. Then $h_k=\int T^m\pi_kT^k\,dT=(-1)^kc_k\,k!\int T^{m+k}(1-T)^k\,dT$, and the last integral, again by parts, is $(m+k)!\,k!/(m+2k+1)!$. Therefore

$$h_k=\frac{[k!\,(m+k)!]^2}{(m+2k)!\,(m+2k+1)!},\qquad \operatorname{var}g=\frac{n^2(m+n)^2}{(m+2n)(m+2n-1)\,(m+2n+1)(m+2n)}=\frac{N_1^2N_2^2}{N^2(N^2-1)}.$$

This is (2) at $\beta=2$, $x=0$. For equal leads $16\operatorname{var}g=4n^2/(4n^2-1)$, which approaches 1 from above with no $1/n$ term. In this picture the variance is of order one because a single excitation, across the highest occupied level, contributes for any $n$.

The factor $1/\beta$ can be attached at leading order by a mean-field argument, which is not a proof. Weight $P$ by $e^{-\lambda g}$, so that $\operatorname{var}g=-\partial_\lambda\langle g\rangle$ at $\lambda=0$. Write $-\ln P=\beta E+\sum_i\ln T_i$, with $E=-\sum_{i<j}\ln|T_i-T_j|-\tfrac{m+1}{2}\sum_i\ln T_i$. $E$ is of order $n^2$, the last sum is of order $n$, and $\lambda$ taken of order $n$ makes $\lambda g$ of order $n^2$, so for large $n$ the eigenvalue density minimizes $\beta E+\lambda g$ and depends on $\lambda/\beta$ alone. Then $\beta\operatorname{var}g$ is the same for all $\beta$, and $\beta=2$ fixes it at $2/16=1/8$.

## What each derivation assumes

Both rest on the Landauer formula, on the invariance of the law of $S$, and on the uniqueness of an invariant law under a transitive action.

The first uses invariance under the whole group $S\to USU'$ or $USU^R$, needs the polar form and a generic spectrum (degenerate $\theta_i$ have measure zero), and gives (1) and (2) exactly for all three $\beta$. Its moment identities use only the form of (1), and they supply (4).

The second uses only left invariance of $n$ columns. That holds for $\beta=2$ but not for $\beta=1,4$, because $US$ is not self-dual. Real Gaussian matrices describe a different ensemble, real orthogonal $S$: the row factor becomes $(\det H)^{N_2/2}$ and the delta function $(\det H)^{-(n+1)/2}$, so $H_a$ carries the power $-1/2$ and the weight is $T^{(m-1)/2}(1-T)^{-1/2}$, not that of (1). The fermion step needs the exponent 2. The extension to $\beta=1,4$ takes (1) from the first derivation, adds the mean-field assumption, and yields only the limit.

The shared assumption fails in identifiable ways. A barrier at a contact or a short direct path between the leads gives $\langle S\rangle\ne0$, whereas invariance under $U=e^{i\chi}$ forces $\langle S\rangle=0$. A spatial symmetry restricts the allowed $U$. Dephasing is outside the model; if it is represented by an additional lead, the two-lead block of $S$ is no longer unitary. A thermal energy that is not small against the escape energy $\hbar/\tau$, with $\tau$ here the dwell time, averages $g$ over energies with different $S$ and lowers the variance. The thermal window is several $k_BT$ wide, so the loss starts well below $\hbar/\tau$: for $\beta=2$ and $N=10$ it is about 5% at $k_BT=0.1\,\hbar/\tau$ and about 60% at $k_BT=\hbar/\tau$. A weak field or weak spin-orbit coupling lies between the three classes. If a Zeeman splitting makes the two spin species statistically independent at $\beta=2$, then $G=(e^2/h)(g_\uparrow+g_\downarrow)$ has limiting variance $2\cdot\tfrac1{16}(e^2/h)^2=G_0^2/32$, half of $1/(8\beta)$. If strong spin-orbit coupling also mixes the spins while time reversal is broken, $S$ is a single $\beta=2$ matrix with twice as many channels and no degeneracy. Then $G=(e^2/h)\,g$ has limiting variance $\tfrac1{16}(e^2/h)^2=G_0^2/64$, a quarter of $1/(8\beta)$.

## Worked example

Take a model two-dimensional cavity with $m^*=0.1\,m_e$, $E_F=0.01$ eV, area $\mathcal A=10^8$ Å$^2$ and two hard-wall leads of width $d=1000$ Å. Then $\hbar^2/2m^*=38.100$ eV Å$^2$ and $k_F=\sqrt{0.01/38.100}=0.01620$ Å$^{-1}$. Transverse mode $j$ is open when $\pi j/d<k_F$; since $k_Fd/\pi=5.157$, $n=5$. The contacts are assumed ideal for all five modes; the fifth is close to its threshold, and an abrupt opening would partly reflect it. Also $\hbar v_F=2\times38.100\times0.016201\approx1.2345$ eV Å.

For a classical distribution uniform in position and direction, the fraction leaving per unit time through unit width of wall is $(v_F/\mathcal A)\int_{-\pi/2}^{\pi/2}\cos\phi\,d\phi/2\pi=v_F/\pi\mathcal A$. The same flux gives a mean chord $\pi\mathcal A/$perimeter, which the program tests in a disc. The escape energy is $\hbar/\tau=1.2345\times2\times1000/(\pi\times10^8)=7.86\times10^{-6}$ eV. This equals $k_BT$ at $0.091$ K, so the zero-temperature values below apply only well under that temperature: near 10 mK the variance is already about 5% lower. They also require a dephasing time much longer than the dwell time $\tau\approx84$ ps. A dimensional estimate of the ergodic energy is $\hbar v_F/\sqrt{\mathcal A}=1.2\times10^{-4}$ eV. The ratio, $\pi\sqrt{\mathcal A}/2d=15.7$, is purely geometric and meets the timescale condition by about an order of magnitude; chaotic dynamics is assumed separately.

Equation (5) with $N=10$ gives the variances.

For $\beta=1$: $x=1$, $\kappa=5.5$, $\langle g\rangle=25/11=2.27273$, $v=0.5\times2.27273\times(2.27273+1)/[(5.5+1)(5.5-0.5)]=0.11443$.

For $\beta=2$: $x=0$, $\kappa=10$, $\langle g\rangle=2.5$, $v=2.5^2/[(10+1)(10-1)]=0.06313$.

For $\beta=4$: $x=-0.5$, $\kappa=19$, $\langle g\rangle=25/9.5=2.63158$, $v=2\times2.63158\times(2.63158-0.5)/[(19+1)(19-2)]=0.03300$.

| $\beta$ | exact $v$ | sampled $S$ | $1/(8\beta)$ | Eq. (3) | rms $\delta G$ (μS) |
|---|---|---|---|---|---|
| 1 | 0.11443 | 0.1172 ± 0.0014 | 0.12500 | 0.11250 | 26.2 |
| 2 | 0.06313 | 0.0628 ± 0.0007 | 0.06250 | 0.06250 | 19.5 |
| 4 | 0.03300 | 0.0331 ± 0.0004 | 0.03125 | 0.03281 | 14.1 |

The last column is $\sqrt v\,G_0$ with $G_0=0.31831$ a.u. $=77.481$ μS, for example $0.3383\times77.481=26.2$ μS; the wide-lead limits are 27.4, 19.4 and 13.7 μS. The sampled $\beta=1$ value lies two standard errors above the exact one, inside the test tolerance of 4.5. By (4) the shot-noise sums are $5.5\times0.11443=0.6294$, $0.6313$ and $0.6269$, close to the leading value $\beta n\cdot1/(8\beta)=5/8$.

The ratio $8\beta v$ of the exact variance to its limit is $0.91545$, $1.01010$ and $1.05589$ at $n=5$, and $0.99505$, $1.00003$ and $1.00251$ at $n=100$. The signs for $\beta=1$ and $4$ are those of $-x/2n$, and the faster approach for $\beta=2$ is $4n^2/(4n^2-1)$. At $n=1$ the ratios are $0.71111$, $1.33333$ and $1.77778$, so the limit does not describe single-channel leads.

The numerical check, with its output, tests both routes. The polar form is rebuilt from sampled $S$ to $7\times10^{-15}$. The logarithm of the ratio of the finite-difference metric volume to $J$ is constant to $7\times10^{-11}$, with the three dimension counts confirmed. Statistics of sampled matrices agree with quadrature of (1) within 2.2 standard errors, while $\alpha+\tfrac12$ misses by at least 23. The fermion variance at $n=40$ is $0.0625098$, equal to (2). As a numerical check of the invariance assumption in one model, $60\times60$ Gaussian Hamiltonians ideally coupled to four channels give variances $0.1011$ and $0.0686$ against $0.1029$ ($\beta=1$) and $0.0667$ ($\beta=2$).

## Calculated quantities

```
polar decomposition, largest residual: 7.1e-15
spread of log(metric volume / Jacobian formula): 6.8e-11
quadrature of density vs mean, variance, shot-noise link: 6.4e-15
sampled S vs density: worst 2.2 sigma; alpha+1/2 off by >= 23 sigma
symbolic limit of var g, equal leads: 1/(8*B) (B=beta)
beta=2, n=40 kernel var g = 0.0625098; formula 0.0625098
beta=1, n=12 sampled var g = 0.1154 +- 0.0030; formula 0.1202
beta=2, n=12 sampled var g = 0.0647 +- 0.0017; formula 0.0626
beta=4, n=12 sampled var g = 0.0310 +- 0.0008; formula 0.0319
Hamiltonian M=60, beta=1, n=2: <g>=0.802 (0.800), var=0.1011 (0.1029)
Hamiltonian M=60, beta=2, n=2: <g>=0.999 (1.000), var=0.0686 (0.0667)
inputs: m* = 0.1 m_e, E_F = 0.01 eV, W = 1000 A, area = 1e+08 A^2
hbar^2/2m* = 38.100 eV A^2
k_F = 0.01620 1/A; k_F W/pi = 5.157; channels per lead n = 5
hbar v_F = 1.2345 eV A
escape energy = 7.859e-06 eV; ergodic energy = 1.235e-04 eV; ratio = 15.7
G0 = 0.31831 a.u. = 77.481 microS
beta=1: x = 1.00, alpha = 0.5, kappa = 5.50
  <g> = 2.27273, sampled 2.2704 (unit G0)
  var g = 0.11443, sampled 0.1172 +- 0.0014 (unit G0^2)
  1/(8 beta) = 0.12500, with 1/n term 0.11250
  <sum T(1-T)> = 0.6294
  rms g = 0.3383 G0 = 26.21 microS; limit 27.39 microS
beta=2: x = 0.00, alpha = 1.0, kappa = 10.00
  <g> = 2.50000, sampled 2.4977 (unit G0)
  var g = 0.06313, sampled 0.0628 +- 0.0007 (unit G0^2)
  1/(8 beta) = 0.06250, with 1/n term 0.06250
  <sum T(1-T)> = 0.6313
  rms g = 0.2513 G0 = 19.47 microS; limit 19.37 microS
beta=4: x = -0.50, alpha = 2.0, kappa = 19.00
  <g> = 2.63158, sampled 2.6315 (unit G0)
  var g = 0.03300, sampled 0.0331 +- 0.0004 (unit G0^2)
  1/(8 beta) = 0.03125, with 1/n term 0.03281
  <sum T(1-T)> = 0.6269
  rms g = 0.1816 G0 = 14.07 microS; limit 13.70 microS
8 beta var g for equal leads; columns beta = 1, 2, 4
  n = 1: 0.71111, 1.33333, 1.77778
  n = 2: 0.82286, 1.06667, 1.17551
  n = 5: 0.91545, 1.01010, 1.05589
  n = 20: 0.97616, 1.00063, 1.01282
  n = 100: 0.99505, 1.00003, 1.00251
```
